# Electron counts needed in spin-polarised secondary electron imaging: test program

```python
"""Counting statistics of spin-polarised secondary electron imaging.

Result under test: with N detected electrons shared by a left and a right
counter, P_est = (N_L - N_R)/(S N) has standard deviation
    sigma_P = sqrt((1 - S^2 P^2)/N)/S,
so N = 1/(S^2 sigma_P^2) for small asymmetry: 250000 for S = 0.2, sigma_P = 0.01.
S: Sherman function, P: polarisation component, A = S P: asymmetry,
eps: counted fraction of the electrons that enter the analyser.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import binom, poisson

rng = np.random.default_rng(12345)
S, sigma_target, P = 0.2, 0.01, 0.3
A = S * P
draws = 200000


def required_counts(sherman, polarisation, sigma):
    return (1 - (sherman * polarisation) ** 2) / (sherman * sigma) ** 2


def exact_moments(total, polarisation):
    """Mean and standard deviation of P_est by a sum over all outcomes."""
    left = np.arange(total + 1)
    weight = binom.pmf(left, total, (1 + S * polarisation) / 2)
    estimate = (2 * left - total) / (S * total)
    mean = np.sum(weight * estimate)
    return mean, np.sqrt(np.sum(weight * (estimate - mean) ** 2))


def sort_by_spin(total, polarisation, size):
    """Draw the spins first, then scatter each spin group; return left counts."""
    up = rng.binomial(total, (1 + polarisation) / 2, size)
    return rng.binomial(up, (1 + S) / 2) + rng.binomial(total - up, (1 - S) / 2)


N_small = 1 / (S * sigma_target) ** 2
N = int(round(N_small))
N_P = required_counts(S, P, sigma_target)
N_full = required_counts(S, 1.0, sigma_target)

# Exact sums over the binomial distribution
sd = {}
for pol in (0.0, P, 1.0):
    mean, sd[pol] = exact_moments(N, pol)
    assert abs(mean - pol) < 1e-7
    assert abs(sd[pol] / (np.sqrt((1 - (S * pol) ** 2) / N) / S) - 1) < 1e-6

# Required number found by bisection on the exact sum, without the formula
found = {}
for pol in (P, 1.0):
    low, high = 1000, 400000
    while high - low > 1:
        middle = (low + high) // 2
        if exact_moments(middle, pol)[1] > sigma_target:
            low = middle
        else:
            high = middle
    found[pol] = high
assert abs(found[P] - N_P) <= 2 and abs(found[1.0] - N_full) <= 2

# Probability that the estimate lies within one target uncertainty
left = np.arange(N + 1)
weight = binom.pmf(left, N, (1 + A) / 2)
inside = np.abs((2 * left - N) / (S * N) - P) <= sigma_target
coverage = weight[inside].sum()
assert abs(coverage - 0.6827) < 0.005  # one-sigma normal value

# Fisher information from a numerical derivative of the log-likelihood


def log_likelihood(pol):
    return left * np.log((1 + S * pol) / 2) + (N - left) * np.log((1 - S * pol) / 2)


step = 1e-3
score = (log_likelihood(P + step) - log_likelihood(P - step)) / (2 * step)
bound = 1 / np.sqrt(np.sum(weight * score ** 2))
assert abs(bound / sd[P] - 1) < 1e-5

# Random total: two independent Poisson counters, explicit double sum
mean_total, A_test = 400, 0.2
counts = np.arange(601)
w = np.outer(poisson.pmf(counts, mean_total * (1 + A_test) / 2),
             poisson.pmf(counts, mean_total * (1 - A_test) / 2))
n_left, n_right = np.meshgrid(counts, counts, indexing="ij")
asym = (n_left - n_right) / np.maximum(n_left + n_right, 1)
mean_asym = np.sum(w * asym)
var_asym = np.sum(w * (asym - mean_asym) ** 2)
poisson_ratio = var_asym / ((1 - A_test ** 2) / mean_total)
assert abs(mean_asym - A_test) < 1e-8
assert abs(poisson_ratio - 1) < 2 / mean_total  # correction of order 1/N

# Incident electrons: thinning by eps, then spin-resolved scattering
eps = 0.005
N_in = N_small / eps
detected = rng.binomial(int(round(N_in)), eps, draws)
P_sim = (2 * sort_by_spin(detected, P, draws) / detected - 1) / S
sd_sim = P_sim.std()
assert abs(P_sim.mean() - P) < 2e-4
assert abs(sd_sim / sd[P] - 1) < 0.01  # sampling error is 0.16 %

# Beam noise: common to both counters, or independent in sequential counting
beam_noise = 0.01
f1, f2 = 1 + beam_noise * rng.standard_normal((2, draws))
mean_L, mean_R = N * (1 + A) / 2, N * (1 - A) / 2
n_l = rng.poisson(mean_L * f1)
n_r = rng.poisson(mean_R * f1)
sd_common = ((n_l - n_r) / (n_l + n_r) / S).std()
n_r = rng.poisson(mean_R * f2)
sd_sequential = ((n_l - n_r) / (n_l + n_r) / S).std()
sd_seq_formula = np.sqrt(beam_noise ** 2 / 2 + 1 / N) / S
assert abs(sd_common / sd[P] - 1) < 0.01
assert abs(sd_sequential / sd_seq_formula - 1) < 0.015

# Unequal counter gains and correction by an unpolarised reference
gain = 1.02
a = (gain - 1) / (gain + 1)
gain_shift = ((A + a) / (1 + a * A) - A) / S
p_gain = gain * (1 + A) / (gain * (1 + A) + (1 - A))
A_raw = 2 * rng.binomial(N, p_gain, draws) / N - 1
A_ref = 2 * rng.binomial(N, gain / (gain + 1), draws) / N - 1
P_corrected = (A_raw - A_ref) / (1 - A_raw * A_ref) / S
sd_corrected = P_corrected.std()
assert abs(A_raw.mean() / S - P - gain_shift) < 2e-4
assert abs(P_corrected.mean() - P) < 2e-4
assert abs(sd_corrected / (np.sqrt(2) * sigma_target) - 1) < 0.01

# Worked image
beam_nA, yield_in, side, pitch_nm = 0.2, 0.4, 128, 20.0
primary_rate = beam_nA * 1e-9 / const.e
count_rate = primary_rate * yield_in * eps
dwell = N_small / count_rate
image_time = dwell * side ** 2

# Dead time: each accepted count blocks its own counter for a fixed time
dead = 20e-9
rate_L, rate_R = count_rate * (1 + A) / 2, count_rate * (1 - A) / 2
A_dead = (rate_L - rate_R) / (rate_L + rate_R + 2 * rate_L * rate_R * dead)
dead_shift = (A_dead - A) / S
duration = 0.8
raw, kept = [], []
for rate in (rate_L, rate_R):
    times = np.sort(rng.uniform(0, duration, rng.poisson(rate * duration)))
    accepted, free_at = 0, -1.0
    for t in times.tolist():
        if t >= free_at:
            accepted += 1
            free_at = t + dead
    raw.append(len(times))
    kept.append(accepted)
    assert abs(accepted / len(times) - 1 / (1 + rate * dead)) < 1e-3
shift_sim = (kept[0] - kept[1]) / sum(kept) - (raw[0] - raw[1]) / sum(raw)
assert abs(shift_sim - (A_dead - A)) < 5e-4  # about four sampling errors
loss = 1 - 1 / (1 + count_rate / 2 * dead)

# Error of the Sherman function, drift, residual gas
S_error = 0.03
sherman_shift = A / (S * (1 + S_error)) - P
drift_rate = 0.5
drift_nm = drift_rate * image_time / 60
pressure_torr, temperature, mass_u, site_density = 1e-10, 300.0, 28.0, 1.5e15
pressure = pressure_torr * const.torr
mass = mass_u * const.atomic_mass
gas_flux = pressure / np.sqrt(2 * np.pi * mass * const.k * temperature)
v0 = np.sqrt(2 * const.k * temperature / mass)
one_way = quad(lambda x: x * np.exp(-x * x) / np.sqrt(np.pi), 0, np.inf)[0]
flux_quad = pressure / (const.k * temperature) * v0 * one_way
assert abs(flux_quad / gas_flux - 1) < 1e-8
arrivals_per_site = gas_flux * 1e-4 * image_time / site_density

print(f"Sherman function S = {S}")
print(f"target sigma_P (absolute) = {sigma_target}")
print(f"example polarisation P = {P}, asymmetry A = {A:.3f}")
print(f"required N, small asymmetry = {N_small:.0f} electrons")
print(f"required N at P = 0.3, formula = {N_P:.0f} electrons")
print(f"required N at P = 0.3, exact-sum search = {found[P]} electrons")
print(f"required N at P = 1, formula = {N_full:.0f} electrons")
print(f"required N at P = 1, exact-sum search = {found[1.0]} electrons")
print(f"sigma_A at N = 250000, A = 0: {1 / np.sqrt(N):.4f}")
print(f"exact sigma_P at N = 250000, P = 0: {sd[0.0]:.6f}")
print(f"exact sigma_P at N = 250000, P = 0.3: {sd[P]:.6f}")
print(f"exact sigma_P at N = 250000, P = 1: {sd[1.0]:.6f}")
print(f"Fisher bound on sigma_P, P = 0.3: {bound:.6f}")
print(f"probability of |P_est - P| <= 0.01: {coverage:.3f}")
print(f"Poisson/binomial variance ratio, mean N = 400: {poisson_ratio:.4f}")
print(f"required N for S = 1, small P = {1 / sigma_target ** 2:.0f} electrons")
print(f"cost factor 1/S^2 = {1 / S ** 2:.0f}")
print(f"N for 1 % of P (sigma_P = {0.01 * P:.3f}) = "
      f"{required_counts(S, P, 0.01 * P):.3e} electrons")
print(f"counted fraction eps = {eps}")
print(f"figure of merit eps S^2 = {eps * S ** 2:.1e}")
print(f"electrons entering analyser = {N_in:.2e}")
print(f"simulated sigma_P with thinning = {sd_sim:.5f}")
print(f"beam current = {beam_nA} nA")
print(f"secondaries entering analyser per primary = {yield_in}")
print(f"primary rate = {primary_rate:.3e} 1/s")
print(f"count rate, both counters = {count_rate:.3e} 1/s")
print(f"dwell time per pixel = {dwell:.4f} s")
print(f"image = {side} x {side} pixels, pitch = {pitch_nm:.0f} nm")
print(f"image time = {image_time:.0f} s = {image_time / 60:.1f} min")
print(f"beam noise = {100 * beam_noise:.0f} %")
print(f"sigma_P, simultaneous counting = {sd_common:.5f}")
print(f"sigma_P, sequential counting = {sd_sequential:.4f}")
print(f"gain ratio left/right = {gain}")
print(f"shift of P from gain mismatch = {gain_shift:+.4f}")
print(f"sigma_P after equal-length reference = {sd_corrected:.5f}")
print(f"relative error of S = {100 * S_error:.0f} %")
print(f"shift of P from S taken too large = {sherman_shift:+.4f}")
print(f"dead time = {dead * 1e9:.0f} ns")
print(f"mean dead-time loss = {100 * loss:.2f} %")
print(f"shift of P from dead time = {dead_shift:+.4f}")
print(f"simulated dead-time shift of P = {shift_sim / S:+.4f}")
print(f"drift rate = {drift_rate} nm/min")
print(f"drift during image = {drift_nm:.1f} nm")
print(f"residual gas: {pressure_torr:.0e} Torr, {mass_u:.0f} u, "
      f"{temperature:.0f} K")
print(f"gas flux = {gas_flux * 1e-4:.2e} 1/(cm2 s)")
print(f"surface site density = {site_density:.1e} 1/cm2")
print(f"gas arrivals per site during image = {arrivals_per_site:.3f}")
print("tests ok")
```

Printed output:

```
Sherman function S = 0.2
target sigma_P (absolute) = 0.01
example polarisation P = 0.3, asymmetry A = 0.060
required N, small asymmetry = 250000 electrons
required N at P = 0.3, formula = 249100 electrons
required N at P = 0.3, exact-sum search = 249100 electrons
required N at P = 1, formula = 240000 electrons
required N at P = 1, exact-sum search = 240001 electrons
sigma_A at N = 250000, A = 0: 0.0020
exact sigma_P at N = 250000, P = 0: 0.010000
exact sigma_P at N = 250000, P = 0.3: 0.009982
exact sigma_P at N = 250000, P = 1: 0.009798
Fisher bound on sigma_P, P = 0.3: 0.009982
probability of |P_est - P| <= 0.01: 0.683
Poisson/binomial variance ratio, mean N = 400: 1.0025
required N for S = 1, small P = 10000 electrons
cost factor 1/S^2 = 25
N for 1 % of P (sigma_P = 0.003) = 2.768e+06 electrons
counted fraction eps = 0.005
figure of merit eps S^2 = 2.0e-04
electrons entering analyser = 5.00e+07
simulated sigma_P with thinning = 0.01000
beam current = 0.2 nA
secondaries entering analyser per primary = 0.4
primary rate = 1.248e+09 1/s
count rate, both counters = 2.497e+06 1/s
dwell time per pixel = 0.1001 s
image = 128 x 128 pixels, pitch = 20 nm
image time = 1641 s = 27.3 min
beam noise = 1 %
sigma_P, simultaneous counting = 0.00999
sigma_P, sequential counting = 0.0366
gain ratio left/right = 1.02
shift of P from gain mismatch = +0.0493
sigma_P after equal-length reference = 0.01413
relative error of S = 3 %
shift of P from S taken too large = -0.0087
dead time = 20 ns
mean dead-time loss = 2.44 %
shift of P from dead time = -0.0073
simulated dead-time shift of P = -0.0067
drift rate = 0.5 nm/min
drift during image = 13.7 nm
residual gas: 1e-10 Torr, 28 u, 300 K
gas flux = 3.83e+10 1/(cm2 s)
surface site density = 1.5e+15 1/cm2
gas arrivals per site during image = 0.042
tests ok
```
